# Cancellation of direct and wind forces in a current-carrying liquid alloy

A thin column of molten metal carries a steady current. The electric field pulls each positive ion towards the cathode, while the electrons drift towards the anode and push the ions along with them. In an alloy the two components may separate. Does the liquid as a whole also feel a force?

## 1. One species, constant relaxation time

Take a pure liquid with $n_i$ ions per volume, each of valence $Z$, and $n=Zn_i$ electrons. Let $e>0$, let the field $E$ point along $+x$, and let $v$ be the mean electron velocity along $x$. The direct force on an ion is $ZeE$. In the Drude model the electron momentum per volume obeys

$$nm\frac{dv}{dt}=-neE-\frac{nmv}{\tau}. \tag{1}$$

The last term is the force that the ions exert on the electrons. The electrons therefore exert $+nmv/\tau$ on the ions. This is the wind force. It is negative, because $v<0$.

In the steady state the left side vanishes, so $nmv/\tau=-neE$. Per ion the wind force is $-neE/n_i=-ZeE$, which cancels the direct force. The relaxation time has dropped out: a cleaner metal has fewer collisions but a faster drift.

**Limit: just after switch-on.** If the field is applied at $t=0$ to electrons at rest, the solution of (1) is

$$v(t)=-\frac{eE\tau}{m}\left(1-e^{-t/\tau}\right).$$

The net force on the ions per volume is then

$$neE+\frac{nmv}{\tau}=neE\,e^{-t/\tau}. \tag{2}$$

At first only the direct force acts. The time integral of (2) is $neE\tau$, while the electrons end with momentum $nmv=-neE\tau$. The ions have received the opposite momentum, as they must in a neutral system on which the field exerts no total force. The cancellation thus belongs to the steady state.

## 2. Any mixture, without a relaxation time

Now let species $a$ have concentration $c_a$ and valence $Z_a$, with $\sum_a c_a=1$. Neutrality requires

$$n=n_i z,\qquad z=\sum_a c_aZ_a .$$

The direct force is defined with the bare ion valence $Z_a$. Everything the conduction electrons do to an ion, including any distortion of its screening cloud, counts as wind. The mean sum of the two forces defines the effective valence $Z_a^*$:

$$F_a=Z_a^*eE .$$

A positive $Z_a^*$ means a force towards the cathode.

Let $U_j(\mathbf r_i-\mathbf R_j)$ be the interaction of electron $i$ with ion $j$. The force on the electron is $-\nabla_{\mathbf r_i}U_j$. The force on the ion is $-\nabla_{\mathbf R_j}U_j=+\nabla_{\mathbf r_i}U_j$, because $U_j$ depends on the difference of the positions. Forces between electrons cancel in pairs. If $P$ is the electron momentum per volume and $f$ the total wind force on the ions per volume, then

$$\frac{dP}{dt}=-neE-f . \tag{3}$$

A term for momentum flowing through the surface of the volume is missing because, in a homogeneous metal, the mean momentum flux is uniform and as much enters as leaves. Adding the direct force $n_izeE=neE$ to $f$ gives

$$n_i\sum_a c_aF_a=neE+f=-\frac{dP}{dt}. \tag{4}$$

In the steady state the right side is zero, and division by $n_ieE$ leaves

$$\boxed{\sum_a c_aZ_a^*=0.} \tag{5}$$

Forces between ions also cancel in the sum, so including them would not alter it. The argument does not assume weak scattering. It does assume that all ions are counted, that electrons give momentum to nothing else, and that the metal is neutral, homogeneous and steady.

**Limit: one and two species.** For one species (5) returns $Z^*=0$. For two, $c_AZ_A^*=-c_BZ_B^*$: the effective valences have opposite signs, or both vanish.

## 3. How the wind is divided

The sum rule does not say how large each $Z_a^*$ is. For small currents the wind force on an ion is proportional to the electron drift velocity, $K_av$, which defines a friction coefficient $K_a$. With $K=\sum_a c_aK_a$, momentum balance reads

$$nm\frac{dv}{dt}=-neE-n_iKv . \tag{6}$$

Its steady solution is $v=-neE/(n_iK)=-zeE/K$. Dividing $K_av$ by $eE$ gives the wind valence $-zK_a/K$, and hence

$$Z_a^*=Z_a-z\frac{K_a}{K}. \tag{7}$$

The weighted sum is $z-zK/K=0$. Comparing (6) with (1) gives $\tau=nm/(n_iK)=zm/K$. The current density is $j=-nev=nze^2E/K$, so the resistivity is $\rho=E/j=K/(nze^2)$.

**Limit: a dilute solute.** Let $c_B\to0$. Then $z\to Z_A$ and $K\to K_A$, so

$$Z_A^*\to0,\qquad Z_B^*\to Z_B-Z_A\frac{K_B}{K_A}. \tag{8}$$

The solute keeps a finite effective valence. The opposing force is shared among many host ions, so each of them feels little.

## 4. Friction from independent collisions

From here on $\hbar=m=e=1$. Electrons at the Fermi surface have speed $k_F$, and $n=k_F^3/3\pi^2$. Write the distribution as $f_0+(-f_0')\,g(\mu)$, where $f_0$ is the Fermi function, the prime is an energy derivative and $\mu$ is the cosine of the angle between $\mathbf k$ and $x$.

The force $-E$ on an electron gives the driving term $-E\,\partial f_0/\partial k_x=E k_F\mu(-f_0')$. For elastic collisions the Pauli factors combine as $f(1-f')-f'(1-f)=f-f'$, where $f'$ is here the occupation after scattering. With differential cross-section $\sigma_a(\Theta)$, the steady Boltzmann equation, divided by $k_F(-f_0')$, is

$$E\mu=-\sum_a n_ic_a\int d\Omega'\,\sigma_a(\Theta)\,[g(\mu)-g(\mu')]. \tag{9}$$

Try $g=A\mu$. Averaged over azimuth about the initial direction, $\mu'$ becomes $\mu\cos\Theta$. Equation (9) then holds with

$$A=-\frac{E}{\sum_a n_ic_a\sigma_{tr,a}},\qquad \sigma_{tr,a}=\int d\Omega\,\sigma_a(1-\cos\Theta).$$

A Fermi sphere shifted by $v$ has $f_0(\varepsilon_{\mathbf k-\mathbf v})\simeq f_0+(-f_0')k_Fv\mu$, so this solution is a shifted sphere with $A=k_Fv$.

A collision gives the ion momentum $k_F(\mu-\mu')$. The density of states is $k_F/\pi^2$ for both spins, and the angular average of $\mu^2$ is $1/3$. The force on one ion is therefore

$$\frac{k_F}{\pi^2}\,(k_Fv)\,k_F\,k_F\,\frac{\sigma_{tr,a}}3=nk_F\sigma_{tr,a}\,v ,$$

where the three factors after the density of states are the shift, the speed and the momentum. Thus $K_a=nk_F\sigma_{tr,a}$.

For a weak screened potential $u_a(q)$, the Born cross-section is $u_a^2/4\pi^2$. The momentum transfer satisfies $q^2=2k_F^2(1-\cos\Theta)$, so $d\Omega=2\pi q\,dq/k_F^2$, and

$$\sigma_{tr,a}=\frac1{4\pi k_F^4}\int_0^{2k_F}q^3u_a^2\,dq,\qquad
K_a=\frac1{12\pi^3}\int_0^{2k_F}q^3u_a^2\,dq. \tag{10}$$

**Test: solving for the distribution.** Equation (9) was solved on a grid of angles without assuming $g\propto\mu$, for the Al–Mg model of section 6 with its ions treated as independent. The wind valences were $-3.071$ for Al and $-1.717$ for Mg, the same as from (7) and (10) to these digits. The weighted sum of $Z_a^*$ vanished to rounding error. In the time-dependent solution the net force at $t=\tau$ was 0.368 of the direct force, as (2) requires.

## 5. Ions close together

In a liquid, waves scattered by neighbouring ions interfere. Consider first one dimension. A wave of unit density and wave number $k$ meets two barriers from the left and is reflected with probability $R$. The momentum flux is $k^2(1+R)$ on the left and $k^2(1-R)$ on the right. The barriers together receive the difference, $2k^2R$, however often the wave passes between them.

**Test: two barriers.** The Schrödinger equation was solved for Gaussian barriers of heights 0.2 and 0.3, width parameter 0.5 and $k=1$. To isolate the part of each force that reverses with the current, half the difference was taken between waves from left and right.

- At separation 3.0 the total was 0.3018, and the first barrier took a share of 0.36.
- At separation 2.2 the total was 0.0547, and the share was $-0.39$: the first barrier was pushed against the electron flow.

Both totals agreed with $2k^2R$. Interference changed the total scattering and its division, but not the momentum balance.

For weak potentials the division can be derived. Let the ions produce the total potential $U_{\mathbf q}=\sum_lu_l(q)e^{-i\mathbf q\cdot\mathbf R_l}$. First-order perturbation theory gives the induced density $n_{\mathbf q}=\chi(\mathbf q)U_{\mathbf q}$, with

$$\chi(\mathbf q)=2\int\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}+i0}. \tag{11}$$

The interaction energy of ion $j$ with this density contains $u_j(q)n_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_j}$. Minus its gradient with respect to $\mathbf R_j$ is the force

$$\mathbf F_j=-\int\frac{d^3q}{(2\pi)^3}\,i\mathbf q\,u_j\,\chi(\mathbf q)\sum_lu_l\,e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}. \tag{12}$$

Relabelling $\mathbf k$ shows that $\mathrm{Re}\,\chi$ is even in $\mathbf q$. A term linear in the drift would be proportional to $\mathbf q\cdot\mathbf v$, which is odd, so $\mathrm{Re}\,\chi$ has none. The wind comes from the imaginary part, $-\pi$ times the energy delta function. On the shell of equal energy, the shifted sphere gives $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=-\mathbf q\cdot\mathbf v\,\delta(\varepsilon_{\mathbf k}-\varepsilon_F)$. The remaining integral is

$$\int\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon_{\mathbf k}-\varepsilon_F)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})=\frac{1}{4\pi^2}\,k_F\,\frac1{k_Fq}=\frac1{4\pi^2q}$$

for $q<2k_F$, and zero beyond. Hence $\mathrm{Im}\,\chi=\mathbf q\cdot\mathbf v/(2\pi q)$.

Screening needs one further step. The force involves bare potentials and the full response $\chi/(1-w\chi)$, where $w=4\pi/q^2$ in the random-phase approximation. The imaginary part of that response is $\mathrm{Im}\,\chi/|1-w\chi|^2$, and the denominator turns both bare potentials into screened ones. The $u_a$ above are therefore the screened potentials.

Assume that both species share one structure factor $S(q)$ and occupy positions at random. The average of the sum in (12) around an ion of species $a$ is $u_a+\bar u(S-1)$, with $\bar u=\sum_bc_bu_b$. The directional average of $\mathbf q(\mathbf q\cdot\mathbf v)$ is $q^2\mathbf v/3$. The prefactor becomes $4\pi/(3\cdot8\pi^3\cdot2\pi)=1/12\pi^3$, so

$$K_a=\frac1{12\pi^3}\int_0^{2k_F}q^3u_a\,[u_a+\bar u(S-1)]\,dq. \tag{13}$$

**Limits.** For $S=1$, (13) returns (10). Weighted by concentration, the integrand becomes $q^3[\sum_ac_au_a^2-\bar u^2+\bar u^2S]$. It is not negative, since the first two terms form a variance and $S\ge0$. The mean friction therefore cannot be negative, though the integrand for a single species can be.

**Test: the weak one-dimensional pair.** For a single wave, the imaginary response acts at $q=\pm2k$, and the same steps give $F_j=2v_j\sum_lv_l\cos2k(x_j-x_l)$, where $v_j$ is the Fourier component of barrier $j$ at $2k$. For heights 0.001 and 0.0015 at separation 3.0, the solved forces were $2.824\times10^{-6}$ and $4.273\times10^{-6}$ atomic units. The formula gave $2.820\times10^{-6}$ and $4.265\times10^{-6}$, lower by less than 0.2 %.

## 6. A liquid Al–Mg model

Use $Z_{Al}=3$, $Z_{Mg}=2$, 20 % Mg, 50 ions per nm³ and 1000 K. These are rough values for the real alloy. Each ion has an empty-core potential, screened in the static random-phase approximation:

$$u_a(q)=-\frac{4\pi Z_a\cos(qr_a)}{q^2\epsilon(q)},$$

with rough core radii of 0.059 nm for Al and 0.074 nm for Mg. The structure factor is that of hard spheres in the Percus–Yevick approximation at packing fraction 0.45.

The mean valence is $z=0.8\times3+0.2\times2=2.8$, so $n=140$ nm⁻³ and $k_F=16.1$ nm⁻¹. Equation (13) gives $K_{Al}=0.0629$ and $K_{Mg}=0.0542$ atomic units, with mean $K=0.0612$. From (7),

$$Z_{Al}^*=3-2.88=0.12,\qquad Z_{Mg}^*=2-2.48=-0.48 .$$

The weighted values are $+0.096$ and $-0.096$. Magnesium is driven to the anode although its ion is positive. Each $Z_a^*$ is a small difference between larger numbers.

This makes the individual values fragile. With the other inputs fixed, a 5 % larger Mg core changes them to 0.37 and $-1.5$, and a 5 % smaller one to $-0.14$ and $+0.56$, which sends Mg to the cathode. Without ion correlations they become $-0.07$ and $0.28$, and the direction of separation reverses. The sum stays zero in each case. Doubling the number of integration points shifts $Z_a^*$ by less than $10^{-9}$, so the sensitivity is physical to the model and not numerical.

At a Mg fraction of 0.001 the valences are 0.0012 for Al and $-1.18$ for Mg, in the pattern of (8).

**What the forces do.** The resistivity is 22.9 µΩ cm. At $10^3$ A/cm² the field is $22.9\times10^{-6}\times10^3=0.0229$ V/cm. The force on a Mg ion is $-0.48\times0.0229=-0.011$ eV/cm.

Suppose that the ends of the column block the flow of ions. The magnetic force of the current on itself points across the column and does not enter the balance along it; it is left out here. At uniform temperature and without gravity, a steady state then requires $\nabla\mu_a=F_a$. The separated alloy is no longer homogeneous: at fixed ion density its Fermi energy varies by about 0.06 eV/cm, more than the driving force of 0.023 eV/cm. The relation holds if $E$ is read as $\rho j$, the part of the field that drives the current, and $\mu_a$ as the chemical potential of the neutral atom, the ion plus $Z_a$ electrons. The extra field that balances the electron-density gradient is then contained in $\mu_a$. The Gibbs–Duhem relation gives $\nabla p=n_i\sum_ac_a\nabla\mu_a=n_i\sum_ac_aF_a=0$. The forces separate the alloy without requiring a pressure gradient along the column. For ideal mixing,

$$\frac{d\ln c_a}{dx}=\frac{Z_a^*eE}{k_BT}. \tag{14}$$

With $k_BT=0.0862$ eV, this is $-0.011/0.0862\simeq-0.13$ cm⁻¹ for Mg. Its concentration falls by about 12 % over the first centimetre towards the cathode, if this logarithmic gradient is used throughout.

## 7. Where momentum can escape

Walls parallel to the current break the homogeneity assumed in (3). Let two such walls, a distance $d$ apart, scatter electrons diffusely, and let $l$ be the mean free path. An electron leaving a wall has no mean drift. At height $y$ above the wall, with $\nu$ the cosine of its angle to the normal, its drift is still short of the bulk value by a fraction $e^{-y/(l\nu)}$, if collisions in the liquid are described by one relaxation time. Directions contribute to the current with normalized weight $\tfrac32(1-\nu^2)$ for $0<\nu<1$. Half of the directions lead away from one wall and half from the other. Averaged over the gap, both halves have the same deficit, so one wall's integral gives the mean for all electrons. For $d\gg l$ this mean deficit is

$$\frac1d\int_0^1\frac32(1-\nu^2)\,l\nu\,d\nu=\frac{3l}{2d}\left(\frac12-\frac14\right)=\frac{3l}{8d}. \tag{15}$$

The wind on the liquid falls by this fraction, and the walls take the missing momentum. A mean valence $3lz/(8d)$ remains on the liquid, directed to the cathode. Direct integration at $d=20l$ gave a deficit of 0.01875, equal to (15) to the digits shown.

In the alloy model $l=2.06$ nm. For a 1 mm gap the wall share is $8\times10^{-7}$, and the remaining mean valence is $2\times10^{-6}$, far below the individual valences. It is small for the separation force on each ion but not as a force on the liquid. Averaged over the gap it is $4\times10^4$ N/m³, nearly twice the weight of the liquid, and it acts within about $l$ of the walls. With no slip and a rough viscosity of 1.2 mPa s it drives a flow of about $2\times10^{-5}$ m/s along the walls. With blocked ends this flow returns through the centre. For an ion diffusivity of $5\times10^{-5}$ cm²/s, a Taylor-dispersion estimate then lowers the gradient (14) by roughly 6 %. The wall share grows as the channel narrows, and (15) ceases to hold when the width approaches $l$.

**Beside the real alloy.** The model resistivity is close to the rough 25 µΩ cm of liquid aluminium near its melting point. This agreement does not validate the friction coefficients, because (13) treats every ion as a weak scatterer, and these ions are not weak. For one isolated ion with the same screened potential, solving the Schrödinger equation gives a transport cross-section about 1.8 times the Born value for Al and 1.4 times for Mg. If the scattering amplitudes from that solution replace the Born ones in the mean friction, with the same $S(q)$, the resistivity rises to about 88 µΩ cm. The agreement therefore depends on the Born treatment and is not evidence that the scattering is weak. The small ratio $1/(k_Fl)\simeq0.03$ says only that the mean free path is long compared with $1/k_F$; it does not measure repeated scattering within one ion. The sum rule (5) does not depend on weak scattering and is unaffected. Thermal smearing, $k_BT/\varepsilon_F$, is about 0.009. Exchange and correlation in the screening, nonlocal ion potentials and unequal ion sizes are left out. The core-radius results show that modest changes in the potentials can triple $Z_{Mg}^*$ or reverse its sign. Leaving out ion correlations also reversed it, and so does using the exact single-ion amplitudes with the same division between species, which gives about $+0.7$. Neither the direction of separation nor the size of the gradient should be taken as a prediction for the real alloy. A real column may also convect, which would mix the alloy and reduce the gradient by an amount not estimated here. Joule heating alone gives a centre-to-wall difference of about 0.03 K across the 1 mm gap, if both walls are held at fixed temperature and the heat conductivity follows the Wiedemann–Franz law. The remaining values are in the numerical output.

## Computed results

```
INPUTS (rough, liquid Al-Mg regime)
valences Al, Mg: 3.0 2.0
core radii Al, Mg: 0.059 0.074 nm
Mg fraction: 0.2
ion density: 50 nm^-3
packing fraction: 0.45
temperature: 1000 K
current density: 1000 A/cm2
gap: 1 mm
ion diffusivity: 5e-05 cm2/s
TESTS
Boltzmann wind valences Al, Mg (S=1): -3.0709 -1.7165
formula wind valences Al, Mg (S=1): -3.0709 -1.7165
Boltzmann weighted sum of Z*: -4.2e-15
net/direct force at t=tau: 0.36788
1D pair d=3.0 a.u.: first share 0.3594, sum 0.301804, 2k^2R 0.301804 a.u.
1D pair d=2.2 a.u.: first share -0.3897, sum 0.054699, 2k^2R 0.054699 a.u.
weak 1D forces, solved: 2.82373e-06 4.27262e-06 a.u.
weak 1D forces, formula: 2.82027e-06 4.26493e-06 a.u.
pair function inside hard core: 2e-13
wall share at d=20l, integrated: 0.01875
wall share at d=20l, 3l/(8d): 0.01875
ALLOY RESULTS
mean valence: 2.8
electron density: 140 nm^-3
Fermi wave number: 16.064 nm^-1
Fermi energy: 9.8316 eV
friction K Al, Mg: 0.06293 0.0542 a.u.
mean friction: 0.061184 a.u.
resistivity: 22.9 microohm cm
relaxation time: 1.107 fs
mean free path: 2.059 nm
wind valences Al, Mg: -2.8799 -2.4804
effective valences Al, Mg: 0.1201 -0.4804
weighted Z* Al, Mg: 0.0961 -0.0961
field: 0.0229 V/cm
net forces Al, Mg: 0.00275 -0.011 eV/cm
blocked d ln c/dx Al, Mg: 0.03191 -0.1277 cm^-1
Z* Al, Mg at Mg fraction 0.001: 0.0012 -1.1814
NEGLECTED EFFECTS AND SENSITIVITY
Z* shift, 200 to 400 nodes: 6.2e-10
Z* Al, Mg without correlations: -0.0709 0.2835
resistivity without correlations: 71.11 microohm cm
Z* Al, Mg, Mg core +5%: 0.3713 -1.485
multiple scattering 1/(kF l): 0.0302
wall momentum share: 7.72e-07
mean valence left by walls: 2.16e-06
thermal smearing kT/EF: 0.00876
field energy per path / kT: 5.47e-08
electron drift speed: 0.0446 cm/s
drift / Fermi speed: 2.4e-10
ion / electron drift speed: 0.000143
Joule centre-wall difference: 0.0268 K
```
